Permutation cycles of ideal bosons and their macroscopic length in a trap

**Question**

I am testing a path-integral Monte Carlo code on non-interacting spinless bosons, where the sampled objects are closed paths joined by permutations of the particle labels. I am supposed to check my permutations against the statement that a given boson lies in a cycle of length k with probability

p_k = z(kβ) Z_(N−k) / (N Z_N),

where z is the one-particle partition function and Z_M the canonical partition function of M bosons. I see where z(kβ) might come from, but I cannot get the factor 1/N: my counting leaves factorials over.

I am also told that in a harmonic trap below the condensation temperature the cycles become macroscopic, with lengths proportional to N. I don't see this in the formula, since z(kβ) falls with k. How does it follow, and what should my histogram look like for, say, a thousand particles?

**Answer**

The factorials cancel once the labels outside the cycle are summed over completely. The long cycles come from the other factor, Z_(N−k)/Z_N, which in the trap is a probability for the ground-level occupation.

**The weight of a permutation**

Let H be the sum of N identical one-particle Hamiltonians h, with z(β) = Tr exp(−βh) finite. The trace over symmetric states is the trace over all states with the projector (1/N!) Σ_P P inserted. In the position basis, with ρ(r,r′) = ⟨r|exp(−βh)|r′⟩,

Z_N = (1/N!) Σ_P ∫ dr₁…dr_N Π_i ρ(r_i, r_P(i)).

The integral splits into one factor per cycle of P. For a cycle through k particles, completeness of the position states gives

∫ dr₁…dr_k ρ(r₁,r₂) ρ(r₂,r₃) … ρ(r_k,r₁) = Tr [exp(−βh)]^k = z(kβ).

So k particles in one cycle act as one particle at inverse temperature kβ. The weight of P is

W(P) = Π_cycles z(kβ) > 0,  Z_N = (1/N!) Σ_P W(P),

and P occurs with probability W(P)/(N! Z_N). This is a statement about labels in the path-integral representation. It is not the outcome of a measurement on a marked atom, because a marked atom would not be identical to the others.

**The counting**

Take label 1 and follow its cycle. The other k−1 members are met in a definite order, and different ordered lists give different cycles. The number of lists is

(N−1)(N−2)…(N−k+1) = (N−1)!/(N−k)!.

Each such cycle has weight z(kβ). The remaining N−k labels may be permuted in any way, and the sum of their weights is (N−k)! Z_(N−k), by the definition of Z_(N−k), with Z_0 = 1. Therefore

p_k = [1/(N! Z_N)] · [(N−1)!/(N−k)!] · z(kβ) · (N−k)! Z_(N−k)
  = z(kβ) Z_(N−k) / (N Z_N).

The (N−k)! cancels, and (N−1)!/N! leaves the 1/N. Two consequences are useful. Label 1 lies in some cycle, so Σ_k p_k = 1, which gives a recursion for the partition functions:

N Z_N = Σ_(k=1)^N z(kβ) Z_(N−k).

Also, the mean number of labels in k-cycles is N p_k, and each k-cycle holds k labels, so

mean number of k-cycles = N p_k / k.

Check which of the two your code records: a histogram over cycles differs from one over labels by this factor k.

The derivation uses the product form of W(P). With interactions the weight no longer factorizes over cycles, and the formula fails. For ideal fermions each k-cycle carries a sign (−1)^(k−1), so the weights are not probabilities.

**The trap: what the second factor means**

For an isotropic three-dimensional trap put x = ħω/(k_B T). The zero-point energy multiplies z(kβ) by exp(−3kx/2) and Z_M by exp(−3Mx/2). In p_k these factors combine to exp[−3kx/2 − 3(N−k)x/2 + 3Nx/2] = 1. We may therefore measure energy from the ground level and use

z_k = (1 − e^(−kx))^(−3).

Let n₀ be the number of bosons in the ground level. Removing k of them from an N-boson state with n₀ ≥ k gives an (N−k)-boson state of the same energy, and every (N−k)-boson state arises once in this way. Hence

Pr(n₀ ≥ k) = Z_(N−k)/Z_N,
N p_k = z_k Pr(n₀ ≥ k).

For kx ≫ 1 the first factor has fallen to 1, not to 0, because the ground level contributes 1 to z_k for every k. If many bosons are in the ground level, N p_k then stays at 1 until k reaches the typical value of n₀.

Two limits at fixed N show the range. As T → 0, all z_k and Z_M tend to 1, so p_k → 1/N: all cycle lengths are equally likely for a given boson. As T → ∞, z_k ≈ (kx)^(−3), so a permutation with c cycles has weight proportional to x^(−3c). The identity has the most cycles and dominates, so p_1 → 1.

**How many bosons are in the ground level**

Let N → ∞ with Nω³ fixed, and define

k_B T_c = ħω (N/ζ(3))^(1/3), so that N x³ = ζ(3) (T_c/T)³.

That this is the condensation temperature will follow. Let Y_M be the partition function of M bosons restricted to the excited states, labelled j, with Boltzmann factors a_j = exp(−βε_j) < 1. The ground level adds no energy, so

Pr(N − n₀ = M) = Y_M/Z_N for M ≤ N,  Z_N = Σ_(M≤N) Y_M.

Compare this with independent occupations m_j having Pr(m_j = m) = (1−a_j) a_j^m. Their total M* has Pr(M* = M) = Y_M Π_j(1−a_j). The product does not depend on M, so N − n₀ has the distribution of M* conditioned on M* ≤ N.

Each m_j has mean a_j/(1−a_j) = Σ_k a_j^k and variance a_j/(1−a_j)² = Σ_k k a_j^k, with k ≥ 1. Since Σ_j a_j^k = z_k − 1,

mean of M* = Σ_k (z_k − 1),  variance of M* = Σ_k k (z_k − 1).

To find their size for small x, write z_k − 1 = g(kx)/(kx)³ with

g(u) = u³[(1−e^(−u))^(−3) − 1].

This function is continuous, tends to 1 as u → 0 and to 0 as u → ∞, so it is bounded. The sums Σ g(kx)/k³ and Σ g(kx)/k² are then dominated by convergent sums, and the limit x → 0 may be taken term by term:

x³ · mean → ζ(3),  x³ · variance → ζ(2).

With the value of N x³ above, the mean of M*/N tends to (T/T_c)³, while the variance of M*/N is of order 1/N and vanishes.

**Below T_c: macroscopic cycles**

For T < T_c, Chebyshev's inequality says that M*/N is close to (T/T_c)³ < 1 with probability tending to 1. The condition M* ≤ N is then met with probability tending to 1 and drops out in the limit. So n₀/N tends in probability to

f₀ = 1 − (T/T_c)³.

Fix 0 < ε < 1 and let Q(ε) be the probability that a given boson lies in a cycle longer than εN:

Q(ε) = (1/N) Σ_(k>εN) z_k Pr(n₀ ≥ k).

In this range 1 ≤ z_k ≤ (1 − e^(−εNx))^(−3), and the upper bound tends to 1 because Nx grows as N^(2/3). The probability Pr(n₀ ≥ k) falls with k. It tends to 1 for k/N below f₀ and to 0 above, uniformly outside any small fixed interval around f₀. Therefore

Q(ε) → max(f₀ − ε, 0).

This is the claim: a finite fraction of the bosons lies in cycles whose length is proportional to N. In terms of s = k/N, a given boson has uniform probability density 1 on 0 < s < f₀, and the remaining probability 1 − f₀ sits at s = 0, in cycles that are not macroscopic. If ε → 0 is taken after N → ∞, Q tends to the condensate fraction f₀. At fixed ε < f₀ the two differ by ε even in the limit, because the ground level also contributes 1 to N p_k for each k up to εN. At finite N there is a further difference, since n₀/N itself has not yet reached f₀; the example below shows its size.

The same step function gives two more limits. For ε < f₀ the mean number of cycles longer than εN is

Σ_(k>εN) N p_k/k → ln(f₀/ε),

since the sum becomes Σ 1/k between εN and f₀N. This is a mean: the number of cycles above the threshold varies from one configuration to the next, and the mean grows slowly as ε is lowered. With ε = f₀ − δ it equals ln[f₀/(f₀ − δ)], which is small for small δ, so a single cycle that holds nearly the whole condensate is unlikely. For the mean cycle length of a given boson, split z_k = 1 + (z_k − 1):

(1/N) Σ_k k p_k = (1/N²) Σ_k k Pr(n₀ ≥ k) + (1/N²) Σ_k k (z_k − 1) Pr(n₀ ≥ k) → f₀²/2.

The first sum gives the integral of s from 0 to f₀. The second is at most the variance of M* divided by N², which vanishes.

**Above T_c: none**

Here the condition M* ≤ N matters, and another argument is needed. Define r_M = Z_(M−1)/Z_M. I first show that r_M does not decrease with M.

For the ground level alone Z_M = 1 and r_M = 1. Now add a mode with Boltzmann factor a. The new partition functions are Z′_M = Σ_(j=0)^M a^j Z_(M−j), so Z′_M = Z_M + a Z′_(M−1) and

Z′_M/Z′_(M−1) = a + Z_M/Z′_(M−1),
Z′_(M−1)/Z_M = Σ_(j=0)^(M−1) a^j r_M r_(M−1) … r_(M−j).

If the old r_M do not decrease with M, each term of the last sum does not decrease, and a larger M adds a positive term. So Z′_M/Z′_(M−1) does not increase, and its inverse, the new r_M, does not decrease. Adding all the modes in turn carries the property to the trap.

Now Pr(n₀ ≥ k) = r_N r_(N−1) … r_(N−k+1) is a product of factors that do not increase along the list. Let K be the smallest integer above εN and q = Pr(n₀ ≥ K). The geometric mean of the first k ≤ K factors is at least that of all K, so

Pr(n₀ ≥ k) ≥ q^(k/K).

Suppose q stayed above some δ > 0 for arbitrarily large N. For any fixed L, the sum rule N = Σ_k z_k Pr(n₀ ≥ k) would give

1 ≥ (1/N) Σ_(k≤L) (z_k − 1) δ^(k/K) → (T/T_c)³ Σ_(k≤L) k^(−3)/ζ(3).

Letting L grow yields 1 ≥ (T/T_c)³, which is false above T_c. Hence q → 0. Since z_k and Pr(n₀ ≥ k) both fall with k, Q(ε) ≤ z_K q → 0. The argument does not cover T = T_c.

**A thousand bosons**

Take a trap frequency of 100 Hz, so ħω/k_B = 4.799 nK, and N = 1000. Then

T_c = 4.799 nK × (1000/1.202)^(1/3) = 45.14 nK = 4.514 × 10⁻⁸ K.

At T = 0.5 T_c = 22.57 nK we have x = 4.7992/22.568 = 0.2127. The label histogram is:

k = 1: N p_k = 142.25
k = 2: 24.05
k = 5: 3.56
k = 10: 1.46
k = 50: 1.0001
k = 100 to 700: 1.0000 for every k in this range
k = 780: 0.970
k = 800: 0.800
k = 820: 0.384
k = 840: 0.064
k = 900: 0 to six decimals

The first entries are the thermal peak: p_1 = 142.25/1000 = 0.142. Then comes the plateau. Its edge is the distribution of n₀, which has mean 813.9 and standard deviation 17.4.

The limiting fraction is f₀ = 1 − 0.5³ = 0.875, but n₀/N is 0.814 here. Most of this difference follows from the next term of g. Since 1 − e^(−u) = u(1 − u/2 + …), we have g(u) = 1 + 3u/2 + …, and (g(u) − 1)/u is bounded. The same term-by-term limit then gives

mean of M* = ζ(3)/x³ + (3/2) ζ(2)/x² + smaller terms.

The two terms are 125 and 1.5 × 1.645/0.2127² ≈ 55, together 180, against the computed mean of 186.15 excited bosons. Divided by N, the second term is proportional to N^(−1/3), so the limit is approached slowly.

For cycles longer than N/10, z_k is practically 1, and below N/10 Pr(n₀ ≥ k) is practically 1. Thus Q(0.1) ≈ 0.814 − 0.1 = 0.714, which agrees with the computed value. For larger systems at the same T/T_c:

N = 1000: Q(0.1) = 0.714
N = 4000: 0.737
N = 16000: 0.752
limit: 0.875 − 0.1 = 0.775

Each fourfold increase of N multiplies the gap to the limit by 0.618, close to the 4^(−1/3) = 0.630 of the leading term.

For N = 1000 the mean number of cycles longer than 100 is 2.09, against the limit ln(0.875/0.1) = 2.17. The mean cycle length of a given boson is 332, against 1000 × 0.875²/2 = 383 from the limiting formula.

At 1.5 T_c = 67.71 nK the plateau is gone. The mean n₀ is 0.44, p_1 = 0.955, the mean cycle length is 1.05, and Q(0.1) is about 10⁻⁵⁷.

For your code, a small system makes a convenient first test, because its exact values can be had by direct enumeration. With N = 7 at 0.5 T_c, all 5040 permutations can be listed. The listing gives p_1 = 0.4607, p_2 = 0.1861 and p_7 = 0.0112, in agreement with the formula; the numerical check accompanying this answer does this for every k. If your code uses the exact one-particle propagator, or a time step small enough to be converged, the sampled label histogram should reproduce these values within its statistical error. With an approximate propagator at a finite time step the weight still factorizes over cycles. The formula then holds with z(kβ) replaced by the trace of the discretized closed path through k particles, and with Z_M built from those traces by the recursion above.

Numbers as computed

```
Enumeration of all permutations, N = 7, T = 0.5 Tc
  k = 1: p_k enumerated 0.460660, formula 0.460660
  k = 2: p_k enumerated 0.186086, formula 0.186086
  k = 3: p_k enumerated 0.132714, formula 0.132714
  k = 4: p_k enumerated 0.101771, formula 0.101771
  k = 5: p_k enumerated 0.070228, formula 0.070228
  k = 6: p_k enumerated 0.037301, formula 0.037301
  k = 7: p_k enumerated 0.011240, formula 0.011240
Trap frequency: 100.0 Hz, N = 1000
hbar omega / kB: 4.7992 nK
Tc (large-N definition): 45.137 nK
T = 0.5 Tc: 22.568 nK, x = 0.21265
Mean n0: 813.85, standard deviation 17.41
Mean excited number: 186.15
Limiting fraction f0: 0.8750; n0/N here: 0.8139
Cycle law at 0.5 Tc: k, z_k, P(n0>=k), N p_k
     1   142.25321  1.000000  142.253210
     2    24.05206  1.000000  24.052058
     5     3.56390  1.000000  3.563899
    10     1.46367  1.000000  1.463668
    20     1.04390  1.000000  1.043905
    50     1.00007  1.000000  1.000072
   100     1.00000  1.000000  1.000000
   400     1.00000  1.000000  1.000000
   700     1.00000  1.000000  1.000000
   780     1.00000  0.970294  0.970294
   800     1.00000  0.799581  0.799581
   820     1.00000  0.383982  0.383982
   840     1.00000  0.064004  0.064004
   900     1.00000  0.000000  0.000000
Size dependence at 0.5 Tc: N, Q, long cycles, mean length/N
   1000  0.71385  2.0920  0.33204
   4000  0.73720  2.1237  0.35065
  16000  0.75166  2.1417  0.36271
  limit  0.77500  2.1691  0.38281
Gap of Q to limit: 0.06115, 0.03780, 0.02334
Successive gap ratios: 0.6182, 0.6176; 4^(-1/3) = 0.6300
Mean cycle length at 0.5 Tc, N = 1000: 332.04
T = 1.5 Tc: 67.705 nK, x = 0.07088
  mean n0: 0.4405, Q: 1.06e-57
  p_1: 0.95474, p_2: 0.04049, p_3: 0.00406
  mean cycle length: 1.0509
```
